**Neighbour shells and small energy differences in ideal 2H and 3C crystals**

With bond length d, both crystals have 4 neighbours at d and 12 at √(8/3) d; they first differ at 5d/3, where 2H has one unlike atom and 3C has none. The program counts these shells from the standard crystal cells and asserts the counts, the tetrahedral bond angles and the different shapes of the second shells. It computes the Madelung constants α by Ewald summation and asserts that their difference agrees with a layer formula that decays exponentially. A second layer formula, for general pair forces, is asserted against a direct sum of −1/r⁶. For an s and p tight-binding model, the program asserts that the first five spectral moments agree and that the sixth differs. With d = 0.19 nm and charges of ±1 e, the output gives E(2H) − E(3C) = −24.8 meV per AB pair from electrostatics and +2.6 meV from the band energy. These are separate model contributions, not a total energy for silicon carbide. The sizes printed for dispersion, strain and vibrations rest on rough assumed inputs.

## Verification by program

```python
"""
Result under test: ideal 2H and 3C tetrahedral crystals share their first two
neighbour shells (4 at d, 12 at sqrt(8/3) d) and differ from 5d/3 onward.
The Coulomb difference follows from a rapidly decaying layer formula, and
nearest-neighbour electronic moments agree through the fifth.
Symbols: d bond length (geometry uses d = 1), h = 4/3 layer spacing,
q ionic charge, alpha Madelung constant referred to d, G layer wave number.
All energy differences are E(2H) - E(3C), per AB pair.
Model parameters are round values in the rough regime of silicon carbide.
"""
from collections import Counter
import itertools
import numpy as np
from scipy.special import erfc
from scipy import constants as const


def make_crystal(cell, fractional, species):
    return dict(cell=np.array(cell, float), frac=np.array(fractional, float),
                species=np.array(species))


cubic_a = 4 / np.sqrt(3)
hex_a, hex_c = np.sqrt(8 / 3), 8 / 3
crystals = {
    "3C": make_crystal(cubic_a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]),
                       [[0, 0, 0], [.25, .25, .25]], [1, -1]),
    "2H": make_crystal([[hex_a, 0, 0], [-hex_a / 2, hex_a * np.sqrt(3) / 2, 0],
                        [0, 0, hex_c]],
                       [[1/3, 2/3, 0], [2/3, 1/3, 1/2],
                        [1/3, 2/3, 3/8], [2/3, 1/3, 7/8]], [1, 1, -1, -1]),
}


def integer_grid(span):
    return np.array(list(itertools.product(range(-span, span + 1), repeat=3)))


def neighbours(crystal, centre, cutoff, grid):
    vectors, kinds = [], []
    for j, position in enumerate(crystal["frac"]):
        v = (grid + position - crystal["frac"][centre]) @ crystal["cell"]
        r = np.linalg.norm(v, axis=1)
        keep = (r > 1e-8) & (r < cutoff)
        vectors.append(v[keep])
        kinds.append(np.full(keep.sum(),
                     crystal["species"][j] * crystal["species"][centre]))
    return np.vstack(vectors), np.concatenate(kinds)


# Neighbour shells, bond angles and shape of the second shell
small_grid = integer_grid(4)
shells, second_shape = {}, {}
for name, crystal in crystals.items():
    for centre in range(len(crystal["frac"])):
        v, kind = neighbours(crystal, centre, 2.7, small_grid)
        r = np.linalg.norm(v, axis=1)
        count = Counter((round(float(x), 6), int(s)) for x, s in zip(r, kind))
        if name in shells:
            assert count == shells[name]
        shells[name] = count
        bonds = v[r < 1.01]
        cosines = (bonds @ bonds.T)[np.triu_indices(4, 1)]
        assert len(bonds) == 4 and np.allclose(cosines, -1 / 3)
        second = v[np.abs(r - np.sqrt(8 / 3)) < 1e-6]
        assert len(second) == 12
        second_shape[name] = Counter(
            round(float(np.linalg.norm(x - y)), 6)
            for x, y in itertools.combinations(second, 2))


def first_difference(one, two):
    return min(key for key in set(one) | set(two) if one[key] != two[key])


first_key = first_difference(shells["2H"], shells["3C"])
assert abs(first_key[0] - 5 / 3) < 2e-6 and first_key[1] == -1
third_r = round(float(np.sqrt(11 / 3)), 6)
assert shells["2H"][first_key] == 1 and shells["3C"][first_key] == 0
assert shells["2H"][(third_r, -1)] == 9 and shells["3C"][(third_r, -1)] == 12
shape_r = first_difference(second_shape["2H"], second_shape["3C"])
assert abs(shape_r - 8 / 3) < 2e-6


# Coulomb energy by Ewald summation over the full crystals
def madelung(crystal, eta):
    cell, charge = crystal["cell"], crystal["species"]
    grid = integer_grid(7)
    positions = crystal["frac"] @ cell
    translations = grid @ cell
    energy = -eta / np.sqrt(np.pi) * np.sum(charge**2)
    for i, j in itertools.product(range(len(charge)), repeat=2):
        r = np.linalg.norm(translations + positions[j] - positions[i], axis=1)
        r = r[r > 1e-8]
        energy += 0.5 * charge[i] * charge[j] * np.sum(erfc(eta * r) / r)
    waves = grid @ (2 * np.pi * np.linalg.inv(cell).T)
    waves = waves[np.linalg.norm(waves, axis=1) > 1e-8]
    square = np.sum(waves**2, axis=1)
    structure = np.exp(1j * waves @ positions.T) @ charge
    energy += (2 * np.pi / abs(np.linalg.det(cell))
               * np.sum(np.exp(-square / (4 * eta**2)) / square
                        * np.abs(structure)**2))
    return -energy / (len(charge) / 2)


alpha = {name: madelung(c, 1.2) for name, c in crystals.items()}
for name, crystal in crystals.items():
    assert abs(alpha[name] - madelung(crystal, 1.05)) < 1e-9
delta_alpha = alpha["2H"] - alpha["3C"]
wave_number = np.sqrt(2) * np.pi
layer_spacing = 4 / 3
same_letter = {m: int(m % 2 == 0) - int(m % 3 == 0) for m in range(1, 13)}
prefactor = 9 * np.sqrt(3) / (2 * np.sqrt(2)) * 4 * np.sinh(np.pi / np.sqrt(2))**2
leading = prefactor * np.exp(-8 * np.sqrt(2) * np.pi / 3)
layer_sum = sum(s * prefactor * np.exp(-wave_number * m * layer_spacing)
                for m, s in same_letter.items())
assert abs(leading / delta_alpha - 1) < 0.01
# Omitted higher lateral harmonics are of order 1e-6.
assert abs(layer_sum - delta_alpha) < 3e-6

# General pair-force layer formula, tested with an attraction -1/r^6
n1, n2 = np.meshgrid(np.arange(-40, 41), np.arange(-40, 41))
x = hex_a * (n1 - n2 / 2)
y = hex_a * np.sqrt(3) / 2 * n2


def aligned_minus_displaced(z):
    aligned = np.sum(-1 / (x**2 + y**2 + z**2)**3)
    displaced = np.sum(-1 / (x**2 + (y + hex_a / np.sqrt(3))**2 + z**2)**3)
    return aligned - displaced


dispersion_layers = sum(
    s * (2 * aligned_minus_displaced(m * layer_spacing)
         + aligned_minus_displaced(m * layer_spacing + 1)
         + aligned_minus_displaced(m * layer_spacing - 1))
    for m, s in same_letter.items())
large_grid = integer_grid(16)
dispersion_direct = {}
for name, crystal in crystals.items():
    total = 0.0
    for centre in range(len(crystal["frac"])):
        v, _ = neighbours(crystal, centre, 20.0, large_grid)
        total -= 0.5 * np.sum(1 / np.sum(v**2, axis=1)**3)
    dispersion_direct[name] = total / (len(crystal["frac"]) / 2)
# The finite sphere leaves a small shell-counting error.
assert abs(dispersion_layers - dispersion_direct["2H"]
           + dispersion_direct["3C"]) < 2e-5

# Nearest-neighbour s and p tight binding; all energies in eV
onsite = {1: (-14.0, -7.0), -1: (-19.0, -11.0)}
v_ss, v_sp, v_pp, v_pi = -3.0, 4.0, 6.0, -1.5
energy_centre = np.mean([e for s, p in onsite.values() for e in (s, p, p, p)])


def electronic(crystal, mesh):
    number = len(crystal["frac"])
    pairs = number // 2
    k = np.array(list(itertools.product(range(mesh), repeat=3))) / mesh
    matrix = np.zeros((len(k), 4 * number, 4 * number), complex)
    for i in range(number):
        s_level, p_level = onsite[int(crystal["species"][i])]
        matrix[:, range(4*i, 4*i+4), range(4*i, 4*i+4)] = [s_level] + [p_level]*3
        for j in range(number):
            for shift in integer_grid(1):
                n = (shift + crystal["frac"][j] - crystal["frac"][i]) @ crystal["cell"]
                if abs(np.linalg.norm(n) - 1) > 1e-6:
                    continue
                hop = np.zeros((4, 4))
                hop[0, 0] = v_ss
                hop[0, 1:] = v_sp * n
                hop[1:, 0] = -v_sp * n
                hop[1:, 1:] = (v_pp - v_pi) * np.outer(n, n) + v_pi * np.eye(3)
                phase = np.exp(2j * np.pi * (k @ shift))
                matrix[:, 4*i:4*i+4, 4*j:4*j+4] += phase[:, None, None] * hop
    assert np.allclose(matrix, matrix.conj().transpose(0, 2, 1))
    levels, states = np.linalg.eigh(matrix)
    filled = 4 * pairs
    band = 2 * levels[:, :filled].sum() / len(k) / pairs
    gap = levels[:, filled].min() - levels[:, filled - 1].max()
    cation = np.repeat(crystal["species"] == 1, 4)
    population = 2 * np.sum(np.abs(states[:, cation, :filled])**2) / len(k) / pairs
    shifted = levels - energy_centre
    moments = np.array([np.sum(shifted**n) for n in range(1, 7)]) / len(k) / pairs
    scales = np.array([np.sum(np.abs(shifted)**n) for n in range(1, 7)]) / len(k) / pairs
    return dict(band=band, gap=gap, charge=4 - population,
                moments=moments, scales=scales)


coarse = {name: electronic(c, 10) for name, c in crystals.items()}
fine = {name: electronic(c, 14) for name, c in crystals.items()}
for name in crystals:
    assert fine[name]["gap"] > 0
    assert abs(fine[name]["band"] - coarse[name]["band"]) < 1e-4
moment_difference = ((fine["2H"]["moments"] - fine["3C"]["moments"])
                     / fine["3C"]["scales"])
assert np.all(np.abs(moment_difference[:5]) < 1e-10)
assert abs(moment_difference[5]) > 1e-6
band_difference = fine["2H"]["band"] - fine["3C"]["band"]
free_atoms = sum(2 * s + 2 * p for s, p in onsite.values())
band_gain = free_atoms - fine["3C"]["band"]
assert band_gain > 0 and abs(band_difference) < 0.01 * band_gain

# Worked example and sizes of neglected effects
bond_nm, ionic_charge = 0.19, 1.0
coulomb_ev = const.e / (4 * np.pi * const.epsilon_0 * bond_nm * 1e-9)
coulomb_difference = -delta_alpha * ionic_charge**2 * coulomb_ev
tb_charge = fine["3C"]["charge"]
coulomb_tb = -delta_alpha * tb_charge**2 * coulomb_ev
c6 = 5e-5
dispersion_ev = c6 / bond_nm**6 * dispersion_layers
pair_volume = abs(np.linalg.det(crystals["3C"]["cell"])) * bond_nm**3
stiffness_gpa, strain = 500.0, 0.005
strain_ev = 0.5 * stiffness_gpa * 1e9 * strain**2 * pair_volume * 1e-27 / const.e
temperature, phonon_ev, frequency_shift = 450.0, 0.08, 0.001
thermal_ev = const.k * temperature / const.e
vibration_ev = (6 * frequency_shift * phonon_ev / 2
                / np.tanh(phonon_ev / (2 * thermal_ev)))

print(f"Bond length d: {bond_nm:.2f} nm; ionic charge: {ionic_charge:.1f} e")
for name in ("3C", "2H"):
    for (r, kind), count in sorted(shells[name].items()):
        label = "like" if kind == 1 else "unlike"
        print(f"{name} shell: {count:2d} {label} at {r:.4f} d = {r*bond_nm:.4f} nm")
print(f"Second-shell shapes first differ at mutual distance {shape_r:.4f} d")
print(f"Madelung constant 3C: {alpha['3C']:.6f}; 2H: {alpha['2H']:.6f}")
print(f"Madelung difference, Ewald: {delta_alpha:.6f}")
print(f"Madelung difference, leading layer term: {leading:.6f}")
print(f"Madelung difference, layer sum: {layer_sum:.6f}")
print(f"Relative Madelung difference: {100*delta_alpha/alpha['3C']:.3f} %")
print(f"Coulomb unit e^2/(4 pi eps0 d): {coulomb_ev:.3f} eV")
print(f"3C Madelung energy: {-alpha['3C']*ionic_charge**2*coulomb_ev:.3f} eV/pair")
print(f"Coulomb E(2H)-E(3C): {1000*coulomb_difference:.2f} meV/pair")
print(f"Coulomb E(2H)-E(3C): {500*coulomb_difference:.2f} meV/atom")
print(f"Cation s, p levels: {onsite[1][0]:.1f}, {onsite[1][1]:.1f} eV")
print(f"Anion s, p levels: {onsite[-1][0]:.1f}, {onsite[-1][1]:.1f} eV")
print(f"Hopping ss, sp, pp-sigma, pp-pi: {v_ss}, {v_sp}, {v_pp}, {v_pi} eV")
print(f"Model mesh gaps 3C, 2H: {fine['3C']['gap']:.2f}, {fine['2H']['gap']:.2f} eV")
print(f"3C band-energy gain from s2p2 atoms: {band_gain:.3f} eV/pair")
print(f"Band E(2H)-E(3C): {1000*band_difference:.2f} meV/pair")
print(f"Band difference / band gain: {100*band_difference/band_gain:.4f} %")
print(f"Largest relative moment difference, orders 1-5: "
      f"{np.max(np.abs(moment_difference[:5])):.1e}")
print(f"Relative sixth-moment difference: {moment_difference[5]:.3e}")
print(f"Tight-binding cation charge in 3C: {tb_charge:.3f} e")
print(f"Coulomb difference with that charge: {1000*coulomb_tb:.2f} meV/pair")
print(f"Assumed C6 for every atom pair: {c6:.1e} eV nm^6")
print(f"Neglected undamped dispersion difference: {1000*dispersion_ev:.2f} meV/pair")
print(f"Assumed stiffness, strain: {stiffness_gpa:.0f} GPa, {100*strain:.1f} %")
print(f"Neglected strain energy size: {1000*strain_ev:.2f} meV/pair")
print(f"Temperature, phonon energy: {temperature:.0f} K, {1000*phonon_ev:.0f} meV")
print(f"Assumed vibration frequency shift: {100*frequency_shift:.1f} %")
print(f"Neglected vibrational free-energy size: {1000*vibration_ev:.2f} meV/pair")
print("tests ok")
```

It prints:

```
Bond length d: 0.19 nm; ionic charge: 1.0 e
3C shell:  4 unlike at 1.0000 d = 0.1900 nm
3C shell: 12 like at 1.6330 d = 0.3103 nm
3C shell: 12 unlike at 1.9149 d = 0.3638 nm
3C shell:  6 like at 2.3094 d = 0.4388 nm
3C shell: 12 unlike at 2.5166 d = 0.4782 nm
2H shell:  4 unlike at 1.0000 d = 0.1900 nm
2H shell: 12 like at 1.6330 d = 0.3103 nm
2H shell:  1 unlike at 1.6667 d = 0.3167 nm
2H shell:  9 unlike at 1.9149 d = 0.3638 nm
2H shell:  6 like at 2.3094 d = 0.4388 nm
2H shell:  6 unlike at 2.3333 d = 0.4433 nm
2H shell:  9 unlike at 2.5166 d = 0.4782 nm
2H shell:  2 like at 2.6667 d = 0.5067 nm
Second-shell shapes first differ at mutual distance 2.6667 d
Madelung constant 3C: 1.638055; 2H: 1.641322
Madelung difference, Ewald: 0.003267
Madelung difference, leading layer term: 0.003274
Madelung difference, layer sum: 0.003266
Relative Madelung difference: 0.199 %
Coulomb unit e^2/(4 pi eps0 d): 7.579 eV
3C Madelung energy: -12.414 eV/pair
Coulomb E(2H)-E(3C): -24.76 meV/pair
Coulomb E(2H)-E(3C): -12.38 meV/atom
Cation s, p levels: -14.0, -7.0 eV
Anion s, p levels: -19.0, -11.0 eV
Hopping ss, sp, pp-sigma, pp-pi: -3.0, 4.0, 6.0, -1.5 eV
Model mesh gaps 3C, 2H: 8.60, 8.60 eV
3C band-energy gain from s2p2 atoms: 59.923 eV/pair
Band E(2H)-E(3C): 2.58 meV/pair
Band difference / band gain: 0.0043 %
Largest relative moment difference, orders 1-5: 5.5e-16
Relative sixth-moment difference: 5.563e-04
Tight-binding cation charge in 3C: 0.894 e
Coulomb difference with that charge: -19.78 meV/pair
Assumed C6 for every atom pair: 5.0e-05 eV nm^6
Neglected undamped dispersion difference: -8.27 meV/pair
Assumed stiffness, strain: 500 GPa, 0.5 %
Neglected strain energy size: 0.82 meV/pair
Temperature, phonon energy: 450 K, 80 meV
Assumed vibration frequency shift: 0.1 %
Neglected vibrational free-energy size: 0.31 meV/pair
tests ok
```
